# The three-loop coefficients C63 and C62 from soft photons and contact potentials, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: follow the photon energy

### A 1S electron with one contact potential and one soft photon

Take the hydrogen 1S state in the field of a fixed point nucleus of charge 1. In atomic units $\psi=e^{-r}/\sqrt\pi$ and $E=-1/2$. Add a weak contact potential $V_2=g_2\,\delta^3(\mathbf r)$. Its first-order shift is $E_2=g_2\psi_0^2$, where $\psi_0=\psi(0)$. How does this shift change when the electron can also emit and reabsorb a soft photon?

The photon energy is $k$ and the speed of light is $c=1/\alpha$. The coupling is $\mathbf p\cdot\mathbf A/c$, and a mode in a volume $\Omega$ has squared amplitude $2\pi c^2/(k\Omega)$. The number of modes is $\Omega k^2\,dk/(2\pi c)^3$ per unit solid angle, and the sum over polarizations and directions replaces $|\boldsymbol\epsilon\cdot\mathbf p|^2$ by $8\pi/3$ times the scalar product of the two momentum operators. Second-order perturbation theory therefore gives

$$-\frac{1}{c^2}\,\frac{2\pi c^2}{k}\,\frac{k^2}{8\pi^3c^3}\,\frac{8\pi}{3}=-\frac{2\alpha^3}{3\pi}\,k$$

as the weight of $\langle\mathbf p\,(H-E+k)^{-1}\mathbf p\rangle$. Write

$$\frac{k}{H-E+k}=1-\frac{H-E}{H-E+k}.$$

The 1 gives a multiple of $\langle p^2\rangle$ that a free electron has too. It belongs to the physical mass and is removed. What remains is

$$E_{\rm soft}=\frac{2\alpha^3}{3\pi}\int dk\,W(k),\qquad W(k)=\Big\langle\mathbf p\,\frac{H-E}{H-E+k}\,\mathbf p\Big\rangle. \tag{1}$$

The factor $e^{i\mathbf k\cdot\mathbf r}$ of the photon has been dropped. Keeping it would shift the electron momentum in the denominator by $k/c$. This changes the denominator by amounts of relative size $k/c^2$ and $p/c$, which are small until $k$ approaches $c^2$.

The contact potential changes $W$ in three ways.

*It acts between emission and absorption.* The intermediate state $(H-E+k)^{-1}\mathbf p\,\psi$ is a P wave. A regular P wave vanishes at the origin, so $\delta^3(\mathbf r)$ gives zero.

*It shifts $E$.* Differentiating $-k/(H-E+k)$ with respect to $E$ gives $-k/(H-E+k)^2$. At large $k$ this contributes $-\langle p^2\rangle E_2/k$. Its integral over $k$ is a single logarithm.

*It changes the wave function.* Let $\bar G(r)=\langle\mathbf r|(E-H)^{-1}|0\rangle$ with the state $\psi$ itself left out of the sum. Then $\delta\psi=g_2\psi_0\bar G$. This is the piece with two logarithms.

For 1S the reduced Green function has a closed form:

$$\bar G=\frac{e^{-r}}{\pi}\,h,\qquad h=-\frac1{2r}+\ln r+r+c_1 .\tag{2}$$

To verify it, note that $(E-H)\bar G=(e^{-r}/\pi)\,(\tfrac12h''-h'+h'/r)$ for $r>0$. The term $-1/(2r)$ in $h$ gives $-1/(2r^2)$, the logarithm gives $1/(2r^2)-1/r$, the term $r$ gives $-1+1/r$, and the constant gives zero. The sum is $-1$, so $(E-H)\bar G=-e^{-r}/\pi=-\psi\psi_0$, as the omission of $\psi$ requires. The term $-1/(2\pi r)$ supplies the unit point source, because $\tfrac12\nabla^2(-1/2\pi r)=\delta^3(\mathbf r)$. The constant $c_1$ is set by orthogonality to $\psi$; it adds a multiple of $\psi$ and will not affect the leading logarithm.

Since $h'-h=1/(2r^2)+3/(2r)+O(\ln r)$ and $e^{-r}=1-r+\dots$,

$$\bar G'(r)=\frac1\pi\Big[\frac1{2r^2}+\frac1r+O(\ln r)\Big].\tag{3}$$

Next we need the other factor. Because $(H-E)\psi=0$,

$$(H-E)\nabla\psi=[H,\nabla]\psi=-(\nabla V)\psi=-\frac{\hat{\mathbf r}}{r^2}\,\psi .$$

Define $u$ by $(H-E)(H-E+k)^{-1}\nabla\psi=\psi_0\,u(r)\,\hat{\mathbf r}$. With $\rho=\psi/\psi_0=e^{-r}$, it obeys

$$(H-E+k)\,u\,\hat{\mathbf r}=-\frac{\rho}{r^2}\,\hat{\mathbf r}. \tag{4}$$

For real functions $\langle\phi|p_iXp_i|\psi\rangle=\int\nabla\phi\cdot X\nabla\psi\,d^3r$. The wave function occurs on both sides of the expectation value, which gives a factor 2. The wave-function part of $\delta W$, divided by $E_2$, is thus

$$w(k)=8\pi\int_0^\infty r^2\,\bar G'(r)\,u(r)\,dr. \tag{5}$$

### Two lengths and the logarithm between them

At large $k$ a new length appears, $1/Q$ with $Q=\sqrt{2k}$. It is the distance over which an electron of kinetic energy $k$ changes phase.

Start with the largest term. Set $\rho=1$ and drop the Coulomb attraction and $E$ in (4). Then $u\hat{\mathbf r}=\nabla\varphi$ with $(\tfrac12\nabla^2-k)\varphi=-1/r$. The solution that is regular at the origin and decays is

$$\varphi=\frac1k\,\frac{1-e^{-Qr}}{r}.$$

Indeed, $(\tfrac12\nabla^2-k)$ turns $1/r$ into $-2\pi\delta^3-k/r$ and $e^{-Qr}/r$ into $-2\pi\delta^3$; the difference divided by $k$ is $-1/r$. With the first term of (3), equation (5) becomes

$$w_0=4\int_0^\infty\varphi'\,dr=4[\varphi(\infty)-\varphi(0)]=-\frac{4Q}{k}=-\frac{4\sqrt2}{\sqrt k}.\tag{6}$$

The next order is $1/k$, possibly with logarithms. In the region $1/Q\ll r\ll1$ the operator $H-E$ in (4) is small compared with $k$, so

$$u\simeq-\frac{\rho}{kr^2}=-\frac1k\Big(\frac1{r^2}-\frac1r+\dots\Big).$$

Multiply by $8\pi r^2\bar G'=4+8r+\dots$:

$$8\pi r^2\bar G'u\simeq-\frac1k\Big[\frac4{r^2}+\frac{8-4}{r}+\dots\Big].\tag{7}$$

The first term is the outer tail of the integral already done in (6). The second gives a logarithm. The 8 comes from the $\ln r$ in the Green function, and the $-4$ from the cusp of $\psi$. With $\int_{1/Q}^{1}dr/r=\tfrac12\ln(2k)$,

$$w(k)=-\frac{4\sqrt2}{\sqrt k}-\frac{2\ln k}{k}+O\!\left(\frac1k\right).\tag{8}$$

There is no $\ln^2k/k$. For $r$ of order $1/Q$ the integrand at this order, written in the variable $s=Qr$, is $1/k$ times $f(s)\,ds$, with no explicit $\ln k$: the logarithm of $\bar G$ enters (5) through its derivative, and the equation for the first Coulomb correction to $u$ contains no other length. For $r$ of order 1, it is $1/k$ times a fixed function of $r$. The large logarithm arises where the two forms meet as $dr/r$, and that happens once.

### Every S state and every Z

For nuclear charge $Z$, put $r=x/Z$ and $k=Z^2\kappa$. Then $\bar G'$ scales as $Z^2$, $u$ as $Z$ and $r^2dr$ as $Z^{-3}$, so $w$ depends on $k/Z^2$ alone.

For other $n$, the derivation used two short-distance expansions. The radial equation $\tfrac12(\rho''+2\rho'/r)+(E+Z/r)\rho=0$ has terms in $1/r$ that cancel if $\rho'(0)=-Z$; hence $\rho=1-Zr+\dots$ for every S state. In the same way, inserting $-1/(2\pi r)$ in the equation for $\bar G$ leaves $\tfrac12\nabla^2\bar G_1=Z/(2\pi r^2)$. Since $\nabla^2\ln r=1/r^2$,

$$\bar G=-\frac1{2\pi r}+\frac Z\pi\ln r+\text{const}+O(r\ln r).\tag{9}$$

Neither expansion depends on $n$ to this order. Therefore

$$w(k)=-\frac{4\sqrt2\,Z}{\sqrt k}-\frac{2Z^2}{k}\ln\frac{k}{Z^2}+O\!\left(\frac{Z^2}{k}\right).\tag{10}$$

Solving (4) numerically for 1S and 2S, with $k$ from $10^3$ to $10^7$ hartree, tests this. For both states the fitted coefficient of $\ln k$ in $kw$ is $-1.9997$, that of $\sqrt k$ is $-5.65685$, and that of $\ln^2k$, fitted after the exact $\sqrt k$ term is subtracted, is about $-5\times10^{-5}$, zero within the test's tolerance of $10^{-2}$.

### From the integrand to the energy

Let $L=\ln[(Z\alpha)^{-2}]=\ln(c^2/Z^2)$. Formula (10) holds for $Z^2\ll k\ll c^2$. Below this window the integrand is no longer of the form (10); above it the electron is relativistic. Shifting the upper end by a numerical factor changes $L^2$ by terms of order $L$; shifting the lower end changes it by a constant.

The first term of (10) integrates to $-8\sqrt2\,Zc$. It comes from $k\sim c^2$, where the nonrelativistic integrand cannot be trusted. Its true value is part of the $(Z\alpha)^5$ coefficient, one power of $Z\alpha$ below the order we want, and $\int dk/\sqrt k$ contains no logarithm. The second term gives

$$-2Z^2\int_{Z^2}^{c^2}\frac{dk}{k}\ln\frac k{Z^2}=-Z^2L^2 .$$

With the prefactor in (1),

$$\frac{\delta E}{E_2}=-\frac{2\alpha^3Z^2}{3\pi}L^2=-\frac23\,\frac\alpha\pi\,(Z\alpha)^2L^2.\tag{11}$$

Now let $V_2$ be the two-loop contact potential. The two- and three-loop shifts are written as

$$E^{(2)}=\Big(\frac\alpha\pi\Big)^2\frac{Z^4\alpha^2}{n^3}\,[B_{40}+\dots],$$

$$E^{(3)}=\Big(\frac\alpha\pi\Big)^3\frac{Z^4\alpha^2}{n^3}\,\big[C_{40}+Z\alpha\,C_{50}+(Z\alpha)^2(C_{63}L^3+C_{62}L^2+\dots)\big].$$

Since $\psi_0^2=Z^3/(\pi n^3)$, the choice $g_2=(\alpha/\pi)^2\pi Z\alpha^2B_{40}$ reproduces the $B_{40}$ term. Inserting it in (11) gives a three-loop contribution $-(2/3)B_{40}$ to $C_{62}$ and none to $C_{63}$.

### Why nothing else competes

This part is a counting of powers, not a calculation of every three-loop diagram. Measure each interaction against the binding energy, of order $Z^2$. A soft photon costs $\alpha(Z\alpha)^2$. A contact term from $r$ hard loops costs $\alpha^r(Z\alpha)^2$. The relativistic Breit terms cost $(Z\alpha)^2$. The order wanted is $\alpha^3(Z\alpha)^4$, which allows two such factors, or one weaker interaction of relative order $(Z\alpha)^4$.

- A soft photon with the two-loop contact has one logarithm from $dk/k$ and one from $dr/r$, hence $L^2$.
- One-loop and two-loop hard contacts together, or a three-loop contact with the Breit terms, have the $dr/r$ logarithm alone.
- A single weaker interaction can get a logarithm from its own coefficient or, as a $1/r^4$ potential does on an S state, from a $dr/r$ integral in its matrix element. It is taken to have at most one of these at the order wanted. This is an assumption here, not something derived.
- Two soft photons already use up $(Z\alpha)^4$ with only $\alpha^2$. A third factor $\alpha$ at no cost in $Z\alpha$ would have to alter the dipole coupling, which is fixed by the physical charge and mass.

The same counting explains why the two-loop contact is constant. A soft photon with a one-loop hard contact costs $\alpha^2(Z\alpha)^4$, so no logarithm can appear at $\alpha^2(Z\alpha)^2$, the order of $B_{40}$.

The two-loop magnetic moment also produces a spin-orbit potential. It gives zero on an S state. Between emission and absorption it is averaged over the three orientations of the P wave, and the trace of $\mathbf L$ over them vanishes. It also changes the photon coupling. With $e^{i\mathbf k\cdot\mathbf r}$ dropped, there is one term proportional to $\boldsymbol\sigma\times\nabla V$ and another, from the photon's own electric field, proportional to $k\,\boldsymbol\sigma\times\mathbf p$. Acting on $\psi$, both give $\boldsymbol\sigma\times\hat{\mathbf r}$ times a function of $r$. The scalar product with $\mathbf p\,\psi$, which points along $\hat{\mathbf r}$, is then zero. The direct coupling of the moment to the photon's magnetic field also drops out in this approximation: its cross term with $\mathbf p$ is odd in the photon direction, and acting twice it only turns the spin, so $H-E$ annihilates the intermediate state. Thus, for every nS state,

$$C_{63}=0,\qquad C_{62}=-\tfrac23B_{40}.\tag{12}$$

## Second derivation: follow the electron momentum

### Symbols carried over

Atomic units are used, with $c=1/\alpha$, $H=p^2/2-Z/r$ and $L=\ln(c^2/Z^2)$. The nS state $\psi$ has energy $E$, value $\psi_0$ at the origin and $\psi_0^2=Z^3/(\pi n^3)$; near the origin $\psi/\psi_0=1-Zr+\dots$. The two-loop contact potential is $V_2=g_2\delta^3(\mathbf r)$ with $g_2=(\alpha/\pi)^2\pi Z\alpha^2B_{40}$ and first-order shift $E_2=g_2\psi_0^2$. The reduced Green operator $\bar G$ is $(E-H)^{-1}$ without the state $\psi$. A soft photon of energy $k$ contributes $(2\alpha^3/3\pi)\,dk\,W(k)$, where $W(k)$ is the expectation value of $\mathbf p\,(H-E)(H-E+k)^{-1}\mathbf p$. The first half found $\delta E/E_2=-(2/3)(\alpha/\pi)(Z\alpha)^2L^2$ by keeping $k$ fixed and integrating over the electron's position. Here the order is reversed: the soft photons are first turned into a potential, and the electron momentum is integrated last.

### The soft photons as a contact potential

Suppose that the electron momenta are well below $Q=\sqrt{2k}$. Then $H-E$ is small compared with $k$ in the denominator, and photons in the interval $dk$ act on the electron as the operator

$$\frac{2\alpha^3}{3\pi}\,\frac{dk}{k}\;\mathbf p\,(H-E)\,\mathbf p .$$

To simplify it, expand the double commutator:

$$[p_i,[H,p_i]]=2p_iHp_i-p^2H-Hp^2 .$$

The inner commutator is $[V,p_i]=i\,\partial_iV$, and commuting with $p_i=-i\partial_i$ gives $\nabla^2V$. For $V=-Z/r$ this is $4\pi Z\delta^3(\mathbf r)$. Hence

$$\mathbf p\,(H-E)\,\mathbf p=\tfrac12\big[p^2(H-E)+(H-E)p^2\big]+2\pi Z\,\delta^3(\mathbf r).\tag{13}$$

In the state $\psi$ the bracket vanishes. The rest is a contact potential of strength

$$dg_1=\frac{2\alpha^3}{3\pi}\,2\pi Z\,\frac{dk}k=\frac43\,\alpha^3Z\,\frac{dk}{k}.\tag{14}$$

Integrated from $k\sim Z^2$ to $k\sim c^2$, it gives the one-loop shift

$$\frac43\alpha^3ZL\,\psi_0^2=\frac\alpha\pi\,\frac{Z^4\alpha^2}{n^3}\cdot\frac43L .$$

This is the known leading logarithm of the Lamb shift, with coefficient $A_{41}=4/3$. The $1/k$ tail of $W$ at large $k$, computed numerically, gives $A_{41}=1.33333$ for both 1S and 2S.

Physically, the photon field makes the electron's position jitter, and the electron samples the Coulomb potential over a small region. For an attractive point charge this averaging weakens the binding, which is why the contact potential is repulsive.

The first derivation has given $C_{62}=-\tfrac23B_{40}$ and $C_{63}=0$, subject to its power counting, and the second has so far turned the soft photons into a contact potential that reproduces the leading one-loop logarithm. It remains to find how the strength of that potential depends on the electron momentum, to compute its cross term with $V_2$, and to evaluate the result for hydrogen and He$^+$.
